# Stagnation flow onto a hot disk: uniform deposition and layer thickness

## 1. What symmetry and dimensions fix

Gas flows down onto a wide, flat, heated disk and leaves sideways. Let $z$ be the height above the disk, $r$ the distance from the axis, and $u$, $w$ the radial and upward velocities. Far above the disk the cold gas has the stagnation flow

$$u=ar,\qquad w=-2az+\text{constant},$$

where $a$ is the strain rate, in s$^{-1}$. This flow is unchanged if $r$ and $u$ are multiplied by the same factor while $z$ and $w$ are left alone. A layer at the disk that shares this symmetry must have

$$u=rV(z),\quad w=w(z),\quad T=T(z),\quad Y=Y(z),$$

where $T$ is temperature and $Y$ the mass fraction of the film precursor. Deposition is then the same at every $r$. Whether the viscous equations permit such a layer has to be shown.

The thickness follows from dimensions. If the flow is unbounded, the inlet gas supplies a kinematic viscosity $\nu_\infty$ (m$^2$/s) and the flow supplies $a$. Their one combination with the dimension of length is

$$\ell=\sqrt{\nu_\infty/a}.$$

Temperature ratios and ratios of transport coefficients are pure numbers, so they can change the factor in front of $\ell$ but not the power of $a$. The argument fails once another length or rate enters, such as an inlet distance or a surface reaction velocity. Uniformity and the thickness law therefore have different conditions.

## 2. The simple case: cold gas of constant density

Mass conservation, $r^{-1}\partial_r(ru)+\partial_z w=0$, becomes $2V+w'=0$. The radial acceleration is

$$u\,\partial_r u+w\,\partial_z u=r(V^2+wV').$$

The radial viscous term is $\nu$ times $\nabla^2u-u/r^2=V/r+rV''-V/r=rV''$. With $\partial_r p=\Lambda r$, the radial equation is

$$wV'+V^2=-\Lambda/\rho+\nu V''.$$

Far away $V=a$ and its derivatives vanish, so $\Lambda=-\rho a^2$. Put $z=\ell\zeta$, $V=aF$ and $w=\sqrt{\nu a}\,G$. Every term of continuity then carries the factor $a$, and every term of the radial equation the factor $a^2$. These cancel:

$$G'=-2F,\qquad GF'+F^2=1+F'',$$

with $F(0)=G(0)=0$ and $F(\infty)=1$. Integrating from the disk with a trial slope, and adjusting it until $F$ reaches 1 far out, gives $F'(0)=1.312$.

Without viscosity, $F=1$ and $G=-2\zeta$ solve the equations but slip along the disk. Viscosity repairs this within a few $\ell$.

## 3. Letting density and viscosity vary

Now $\rho$ and the viscosity $\mu$ depend on $z$ through $T$ and $Y$. The flow is steady and slow compared with sound, so the ideal-gas density is evaluated at a uniform pressure $p_0$. The small pressure differences that drive the flow are kept in the momentum equations. Mass conservation reads

$$(\rho w)'+2\rho V=0.$$

Let $\Theta=2V+w'$ be the velocity divergence. The viscous stresses are

$$\tau_{rr}=\tau_{\theta\theta}=2\mu V-\tfrac23\mu\Theta,\quad \tau_{rz}=\mu rV',\quad \tau_{zz}=2\mu w'-\tfrac23\mu\Theta.$$

The radial viscous force is $\partial_r\tau_{rr}+(\tau_{rr}-\tau_{\theta\theta})/r+\partial_z\tau_{rz}$. The first term vanishes because $\tau_{rr}$ does not depend on $r$, and the second because the two normal stresses are equal. What remains is $r(\mu V')'$, so

$$\partial_r p=r\left[(\mu V')'-\rho wV'-\rho V^2\right].$$

The vertical equation, with gravity $g$, is

$$\partial_z p=-\rho ww'-\rho g+2\mu V'+\tau_{zz}'.$$

Its right side depends on $z$ alone. Hence $p$ is a function of $z$ plus a function of $r$, and $\partial_r p$ cannot depend on $z$. The bracket above is therefore a constant, $\Lambda$. The outer flow again gives $\Lambda=-\rho_\infty a^2$, and

$$\rho wV'+\rho V^2=\rho_\infty a^2+(\mu V')'.$$

No viscous term has been dropped from this radial equation. A bulk viscosity, left out of the stresses above, would add a normal stress that depends on $z$ alone and so would change only the vertical pressure. Gravity enters the vertical pressure and leaves this equation alone. Buoyancy is therefore compatible with a layered solution, but this does not show that such a solution is stable.

Hot gas is light but feels the same radial pressure gradient, so $V$ can exceed $a$. At an interior maximum $V'=0$ and $V''\le0$, which gives $\rho V^2\le\rho_\infty a^2$, or $V/a\le\sqrt{\rho_\infty/\rho}$.

## 4. Heat and precursor

Let $J$ be the upward diffusive mass flux of the precursor, $D$ its diffusivity and $\alpha$ its thermal diffusion factor, positive when the heavy species moves towards the cold. Without gas reactions,

$$\rho wY'=-J',\qquad J=-\rho D\left[Y'+\alpha Y(1-Y)\frac{T'}{T}\right].$$

For heat, let $h_k$ and $c_k$ be the enthalpy and heat capacity per mass of species $k$, and $\lambda$ the conductivity. Viscous heating, pressure work and heat flux driven by composition gradients are neglected. The enthalpy balance is

$$\rho w\Big(\sum_k Y_kh_k\Big)'=(\lambda T')'-\Big(\sum_k J_kh_k\Big)'.$$

On the left, $\sum_k\rho wY_k'h_k=-\sum_k J_k'h_k$, which cancels the same term on the right. Write $c_p=\sum_kY_kc_k$. For a precursor A in a carrier B, $J_B=-J$, and what remains is

$$\rho wc_pT'=(\lambda T')'-J(c_A-c_B)T'.$$

The radius appears nowhere. If the disk has uniform temperature and surface chemistry, and the inlet gas is uniform, the boundary conditions contain no radius either. The flux $J(0)$ is then uniform, whether transport or surface reaction controls it.

## 5. Removing the strain rate

Use $z=\ell\zeta$, $V=aF$, $\rho w=\rho_\infty\sqrt{\nu_\infty a}\,G$ and $J=\rho_\infty\sqrt{\nu_\infty a}\,j$. The factors are:

- continuity: $\rho_\infty\sqrt{\nu_\infty a}/\ell=\rho_\infty a$, the same as in $\rho V$;
- momentum: $\mu_\infty a/\ell^2=\rho_\infty a^2$, the same as in $\rho V^2$;
- heat: $\lambda/\ell^2=\rho_\infty a\,\lambda/\mu_\infty$, against $\rho_\infty a\,c_p$ for convection;
- diffusion: $\rho D/\ell=\rho_\infty\sqrt{\nu_\infty a}\,(\rho D/\mu_\infty)$, the same as in $J$.

So $a$ cancels from every equation. If $T(0)$ and $Y(0)$ are prescribed, it cancels from the boundary conditions too. In the unbounded flow,

$$\text{thickness}\propto a^{-1/2},\qquad |J(0)|\propto a^{1/2}.$$

A net flow into the disk proportional to $J(0)$ respects the law, since both scale as $\sqrt a$. At fixed temperature and composition $\mu$ does not depend on pressure while $\rho\propto p_0$, so thickness also varies as $p_0^{-1/2}$.

**Flux without thermal diffusion.** For $\alpha=0$, $Y'=-J/(\rho D)$, and the species equation becomes $J'=J\rho w/(\rho D)$. Its solution is $J=J(0)e^{I(z)}$ with $I=\int_0^z\rho w/(\rho D)\,dz'$. Integrating $Y'$ from $Y(0)=0$ to $Y_\infty$ gives

$$-J(0)=Y_\infty\Big/\int_0^\infty\frac{e^{I(z)}}{\rho D}\,dz.$$

As a limit, take cold gas with a large Schmidt number $Sc=\nu/D$. The precursor layer then lies close to the disk, where $F\simeq F'(0)\zeta$ and $G\simeq-F'(0)\zeta^2$. Thus $I=-Sc\,F'(0)\zeta^3/3$. Since $\int_0^\infty e^{-b\zeta^3}d\zeta=\Gamma(4/3)\,b^{-1/3}$,

$$-J(0)\simeq\frac{\rho Y_\infty\sqrt{\nu a}}{\Gamma(4/3)}\left(\frac{F'(0)}{3}\right)^{1/3}Sc^{-2/3}.$$

The flux grows as $D^{2/3}$, more slowly than $D$, because a larger diffusivity also thickens the depleted layer.

**Finite surface uptake.** Let the surface remove precursor at the rate $k\rho_0Y_0$, where $k$ is a velocity and the subscript 0 denotes the disk. For a dilute precursor the species equation is linear, so $-J(0)=J_t-BY_0$. Here $J_t$ is the flux for $Y_0=0$, and $B$ is the upward flux per unit $Y_0$ when the inlet holds none. Setting this equal to $k\rho_0Y_0$ gives

$$-J(0)=J_t\,\frac{k\rho_0}{k\rho_0+B}.$$

Both $J_t$ and $B$ scale as $\sqrt a$, but $k$ does not. The ratio $J_t/B$ is therefore independent of $a$. For small $k$ the flux tends to $k\rho_0J_t/B$, so it becomes independent of $a$ too. Deposition stays uniform while its square-root law is lost.

## 6. Residence time

Consider the gas below height $h$ and within radius $R$. It enters through the top and leaves through the side. In steady flow the mass present equals the inflow rate times the mean time spent inside, so

$$\tau=\frac{\pi R^2\int_0^h\rho\,dz}{\pi R^2|\rho w(h)|}=\frac{\int_0^h\rho\,dz}{2\int_0^h\rho V\,dz},$$

where the last step integrates continuity over an impermeable disk. The radius cancels: a larger disk holds more gas but receives proportionally more. The time is $1/(2\bar V)$, with $\bar V$ the density-weighted mean of $V$. For inviscid cold gas $\bar V=a$ and $\tau=1/(2a)$ for any $h$. If $h$ scales with the layer, $\tau\propto1/a$.

## 7. Numbers for AlN growth

Take trimethylaluminium in hydrogen, with rough, round parameters: 75 Torr, inlet 300 K, disk 1400 K, $a=25$ s$^{-1}$ and precursor mole fraction $10^{-4}$, which is $Y_\infty=0.00356$. At the inlet $\mu_\infty=8.9\times10^{-6}$ Pa s, $\lambda=0.18$ W/(m K) and $D=3.55$ cm$^2$/s. They vary as $T^{0.70}$, $T^{0.75}$ and $T^{1.75}$. Molar heat capacities are $3.5R_g$ for hydrogen and about $20R_g$ for the precursor, with $R_g$ the gas constant, and $\alpha=1$. The surface consumes all precursor that reaches it. The precursor is treated as single molecules throughout, although trimethylaluminium partly pairs into dimers in cold gas; these come apart as the gas warms.

The inlet density is 0.00808 kg/m$^3$, so $\nu_\infty=11.01$ cm$^2$/s and

$$\ell=\sqrt{11.01\times10^{-4}/25}\ \text{m}=6.64\ \text{mm}.$$

The equations were solved by collocation as a boundary-value problem, on an interval $16\times6.64$ mm high that was kept fixed as $a$ was changed. The thermal height $h_T$ is where the temperature excess has fallen to 1 % of its disk value; $h_Y$ is where $Y=Y_\infty/2$.

| $a$ (s$^{-1}$) | $h_T$ (mm) | $h_Y$ (mm) | growth (µm/h) | $\tau$ below $h_T$ (ms) |
|---|---|---|---|---|
| 12.5 | 41.7 | 13.0 | 0.62 | 41.8 |
| 25 | 29.5 | 9.2 | 0.88 | 20.9 |
| 50 | 20.8 | 6.5 | 1.25 | 10.4 |
| 100 | 14.7 | 4.6 | 1.77 | 5.2 |

Each fourfold increase of $a$ halves the heights, doubles the growth rate and quarters the time. At 25 s$^{-1}$ the time is close to $1/(2a)=20$ ms: the mean $\bar V$ is $1/(2\times0.0209)=23.9$ s$^{-1}$, only slightly below $a$. The largest $V$ is $1.11a$, well under the bound $\sqrt{1400/300}\,a=2.16a$.

The law is not confined to dilute gas. With a precursor mass fraction of 0.42, and a net mass flux into the disk equal to that of the growing film, doubling $a$ again gives exponents $-0.500$ for $h_Y$ and $0.500$ for the flux.

The growth rate can be followed by hand for $\alpha=0$, where the quadrature gives $-J(0)=0.399\,Y_\infty\mu_\infty/\ell$:

$$0.399\times0.00356\times\frac{8.9\times10^{-6}}{6.64\times10^{-3}}=1.90\times10^{-6}\ \text{kg m}^{-2}\text{s}^{-1}.$$

One AlN unit (40.99 g/mol) forms per precursor molecule (72.09 g/mol). With a film density of 3260 kg/m$^3$ the rate is $1.90\times10^{-6}\times(40.99/72.09)/3260=3.3\times10^{-10}$ m/s, or 1.2 µm/h (1.197 when no factor is rounded). Thermal diffusion lowers this to 0.88 µm/h, a reduction of 26 %, because it drives the heavy precursor away from the hot disk.

Lowering $D$ by 30 % reduces growth by 18 %. The cold large-$Sc$ limit would give $1-0.7^{2/3}=21$ %.

For finite uptake, choose $k\rho_0=J_t/Y_\infty$, which here means $k=0.23$ m/s. Dividing by one quarter of the mean molecular speed, 641 m/s at 1400 K, gives a nominal sticking probability of $1.4\times10^{-3}$, counted as if the intact molecule reached the disk. Growth falls to 0.33 µm/h. That is less than half of 0.88 because thermal diffusion makes $B$ larger than $J_t/Y_\infty$: from $0.883/0.329=1+B/(k\rho_0)$ one finds $B=1.68\,k\rho_0$. Without thermal diffusion, uniform $Y$ solves the dilute equation, so $B=J_t/Y_\infty$. Growth would then halve if $k$ were chosen anew from $k\rho_0=J_t/Y_\infty$, with the larger $J_t$ of that case. When $a$ is doubled at this fixed $k$, the flux exponent is 0.17 instead of 0.50.

## 8. A disk with an edge

A real disk ends. Keep the similarity flow and temperature, but let the surface consume precursor only within 5 cm of the axis and be inert beyond. A finite-volume solution for $Y(r,z)$, with cells of about 0.5 mm, gives a flux at the centre within 0.1 % of the similarity value. It stays within 1 % of the centre value out to 3.9 cm. Nearer the edge it rises, since precursor diffuses in from gas above the inert surface, and the disk average is about 14 % above the centre. The flux is singular at the edge, so this average still depends on the mesh: it rises from 13.9 % with 0.5 mm cells to about 14.6 % with cells refined at the edge, while the 3.9 cm radius does not move. This isolates the edge of the reaction; a real edge also disturbs flow and temperature.

## 9. An inlet at finite height

Let gas enter at height $L$ with uniform downward speed $U$ and no radial velocity, and hold $T$ and $Y$ at their inlet values there. For cold gas try, with $s=z/L$,

$$w=-U(2s-s^2),\qquad V=-\tfrac12w'=\frac UL(1-s).$$

Then

$$wV'+V^2=\frac{U^2}{L^2}\left[(2s-s^2)+(1-s)^2\right]=\frac{U^2}{L^2}.$$

This is constant, as required, and $V''=0$. The flow meets every condition except no slip at the disk, where its strain rate is $a=U/L$. The inlet fixes both $w$ and $V$ at $z=L$, one condition more than in the unbounded flow, so $\Lambda$ is not given in advance. Without viscosity it is $-\rho U^2/L^2$; with the viscous layer included it has to be solved for numerically. Define the effective strain rate by $\Lambda=-\rho_\infty a_{\rm eff}^2$.

For cold gas with $L=10$ cm and $U=2.5$ m/s, $a_{\rm eff}$ exceeds $U/L$ by 4.0 %. At 16 times the speed the excess is 1.0 %, a fourfold fall, in step with $\ell/L$.

With the hot disk, $a_{\rm eff}$ is 29.4 s$^{-1}$ and growth is 0.954 µm/h, 8 % above the unbounded result at 25 s$^{-1}$. The change of strain alone would give slightly more, $0.883\sqrt{29.4/25}=0.958$ µm/h.

The thickness law suffers more as the gap closes. Raising $U$ by 20 % at fixed $L$ gives these local exponents for $h_T$:

- 10 cm gap, $U=2.5$ m/s: $-0.47$;
- 10 cm gap, 16 times that speed: $-0.49$;
- 2 cm gap, $U=0.5$ m/s: $-0.06$.

In the last case $U/L$ is still 25 s$^{-1}$, but the unbounded layer would be 29 mm high. The gap now sets the thickness: $h_T$ is 0.98 of $L$. The flux is less affected, with growth of about 1.2 µm/h and a local exponent of about 0.55. In so narrow a gap the inlet condition matters as well: fixing the total precursor feed instead of $Y$ raises growth by about 7 %. Similarity and radial uniformity survive; the inverse-root law does not.

## 10. The model beside a reactor

The example uses round parameters and is not fitted to a reactor. Where the inlet sits close above the disk, the 2 cm case is a better guide than the 10 cm one. Ammonia, needed for growth, was left out of the carrier. Counting 2 % of it in the carrier's mean molar mass, with the molar heat capacity, $\mu$, $\lambda$, $D$ and the precursor mole fraction fixed, raises growth by 2.6 %. This is not the net effect of ammonia: by standard mixing rules it also lowers $D$ by 5 to 7 %, raises $\mu$ by about 3 % and lowers $\lambda$ by a similar amount, and with these changes growth falls by 1 to 2 %. The net mass flux into the disk adds 0.1 %. The buoyancy measure $gL(1-\rho_0/\rho_\infty)/U^2$ is 0.12 for the 10 cm gap at 2.5 m/s and 0.62 for the 2 cm gap at 0.5 m/s. Neither is negligible, so stability remains a separate question.

The absence of gas reactions is an insecure assumption. Trimethylaluminium loses methyl groups in hot gas. With a commonly used, approximate rate constant its lifetime is a few milliseconds at 1100 K and about ten microseconds at 1400 K, so little of it would reach the disk intact. The aluminium then arrives in lighter fragments with their own $D$, $\alpha$ and sticking probability, which the model does not describe. Trimethylaluminium and ammonia combine in the gas, and the products may grow into particles that never reach the film. With a collision diameter of 0.6 nm, at 850 K and the inlet mole fraction, an aluminium-bearing molecule meets about 1400 others during 20.9 ms. Rarity of encounters therefore gives no protection. The model cannot say how much aluminium is lost this way, and with respect to that loss its growth rate is an upper estimate.

All numerical values are calculated from the stated model.
